\section*{Trace correlation of the electric field in isotropic blackbody radiation}

\section{What symmetry fixes}

Take thermal radiation in equilibrium inside a closed, evacuated cavity with black walls, many wavelengths from any of them. It is stationary, uniform and isotropic. (Reflecting walls need more care: a curved one can refocus waves, so at a single frequency distance alone does not ensure uniformity.) Its two-point trace correlation,
\begin{equation}
F(R,\tau)=\langle :\!\mathbf E(\mathbf r,t)\cdot\mathbf E(\mathbf r+\mathbf R,t+\tau)\!:\rangle ,
\end{equation}
can then depend on the separation vector only through $R=|\mathbf R|$. The colons denote normal ordering: annihilation operators stand to the right, which removes the vacuum part. The two fields commute inside the colons, so exchanging the points gives $F(R,\tau)=F(R,-\tau)$. Hence only cosines are needed:
\begin{equation}
F(R,\tau)=\int_0^\infty f(R,\omega)\cos\omega\tau\,d\omega .
\end{equation}

Dimensions alone do not settle $f$: with $k=\omega/c$ the product $kR$ is dimensionless, so any function of it would be allowed, and temperature supplies a further length, $\hbar c/k_BT$. The wave equation does settle it. The field at the second point obeys $(\nabla^2-c^{-2}\partial_\tau^2)\mathbf E=0$, and so does $F$. At one frequency, therefore,
\begin{equation}
f''+\frac{2}{R}f'+k^2f=0 .
\end{equation}
Setting $f=g/R$ turns this into $g''+k^2g=0$, so $g=A\sin kR+B\cos kR$. The mean square field is finite, which requires $B=0$. With $f(0)=Ak$,
\begin{equation}
f(R,\omega)=f(0,\omega)\,\frac{\sin kR}{kR}.
\label{shape}
\end{equation}
Temperature can enter only through $f(0,\omega)$. What remains is to find this prefactor, to see how the shape arises from waves, and to learn which assumptions it needs.

\section{One wave, two waves, all directions}

Start with one linearly polarized wave of amplitude $a$, unit direction $\mathbf s$ and random phase $\varphi$. Averaging over $\varphi$ with $\langle\cos(\alpha+\varphi)\cos(\beta+\varphi)\rangle=\tfrac12\cos(\beta-\alpha)$ gives the correlation
\begin{equation}
\tfrac12a^2\cos(k\,\mathbf s\cdot\mathbf R-\omega\tau).
\end{equation}
It does not decay with distance: a single direction is fully coherent. Add an independent wave of equal strength in the opposite direction. Cross terms vanish because the phases are independent, and
\begin{equation}
\cos(kR\mu-\omega\tau)+\cos(kR\mu+\omega\tau)=2\cos(kR\mu)\cos\omega\tau ,
\end{equation}
where $\mu=\mathbf s\cdot\mathbf R/R$. The term in $\sin\omega\tau$ has gone, but there is still no decay.

Now let independent waves arrive equally from all directions. Equal solid angles correspond to equal intervals of $\mu$, so with $x=kR$
\begin{equation}
\langle e^{ix\mu}\rangle=\frac12\int_{-1}^{1}e^{ix\mu}d\mu
=\frac{e^{ix}-e^{-ix}}{2ix}=\frac{\sin x}{x}\equiv j_0(x).
\label{average}
\end{equation}
The decay comes from the spread of phases $x\mu$ among directions. For small $x$ the average is $1-x^2\langle\mu^2\rangle/2=1-x^2/6$, which agrees with the series of $\sin x/x$.

A test with random fields used 20\,000 samples of 20 independent transverse waves each, at $x=2.0$ and $4.2$. The normalized trace differed from $j_0$ by at most $5.7\times10^{-3}$, comparable with the statistical scale $1/\sqrt{20\,000}\approx7\times10^{-3}$.

\section{The prefactor from quantized modes}

In a periodic box of volume $V$, with real polarization vectors $\mathbf e$,
\begin{equation}
\mathbf E=\sum_{\mathbf k,\mathbf e} i\sqrt{\frac{\hbar\omega}{2\varepsilon_0V}}\;\mathbf e
\left(a\,e^{i\theta}-a^\dagger e^{-i\theta}\right),\qquad \theta=\mathbf k\cdot\mathbf r-\omega t .
\end{equation}
In equilibrium different modes are uncorrelated, $\langle aa\rangle=0$, and $\langle a^\dagger a\rangle=n=1/(e^{\hbar\omega/k_BT}-1)$. For one mode at two space-time points, the factor $i^2=-1$ cancels the minus signs of the mixed terms:
\begin{equation}
\frac{\hbar\omega}{2\varepsilon_0V}e_ie_j\,n\left(e^{i(\theta_1-\theta_2)}+e^{i(\theta_2-\theta_1)}\right)
=\frac{\hbar\omega n}{\varepsilon_0V}e_ie_j\cos(\mathbf k\cdot\mathbf R-\omega\tau).
\end{equation}
At coincident points this gives an electric energy $\tfrac12\varepsilon_0V\langle:\!E^2\!:\rangle=\tfrac12\hbar\omega n$, half the mode's thermal energy, which confirms the normalization.

The two polarization vectors and $\mathbf s$ form an orthonormal set, so
\begin{equation}
\sum_{\mathbf e}e_ie_j=\delta_{ij}-s_is_j .
\end{equation}
For a large box, $\sum_{\mathbf k}\to V(2\pi)^{-3}\int k^2dk\,d\Omega=V(8\pi^3c^3)^{-1}\int\omega^2d\omega\,d\Omega$. The tensor $\delta_{ij}-s_is_j$ is even in $\mathbf s$, so the odd term $\sin(\mathbf k\cdot\mathbf R)\sin\omega\tau$ integrates to zero. Let $C_{ij}$ be the coefficient of $\cos\omega\tau$ in the correlation of $E_i$ and $E_j$, so that $f=\mathrm{Tr}\,C$. Writing $\int d\Omega=4\pi\langle\cdots\rangle$,
\begin{equation}
C_{ij}=\frac{\hbar\omega^3n}{2\pi^2\varepsilon_0c^3}
\left\langle(\delta_{ij}-s_is_j)e^{ik\mathbf s\cdot\mathbf R}\right\rangle .
\label{tensor}
\end{equation}
The thermal energy per volume and angular frequency is $\hbar\omega n$ times the mode density, with two polarizations:
\begin{equation}
u_\omega=2\cdot\frac{4\pi\omega^2}{8\pi^3c^3}\,\hbar\omega n=\frac{\hbar\omega^3n}{\pi^2c^3}.
\end{equation}
The prefactor in \eqref{tensor} is thus $u_\omega/2\varepsilon_0$. Since $\delta_{ii}-s_is_i=2$ in every direction, \eqref{average} gives
\begin{equation}
\boxed{\;\mathrm{Tr}\,C(R,\omega)=\frac{u_\omega}{\varepsilon_0}\,\frac{\sin kR}{kR}\;}
\label{main}
\end{equation}

Two limits check the prefactor. At $R=0$, $\tfrac12\varepsilon_0\mathrm{Tr}\,C=\tfrac12u_\omega$: half the energy is electric. Over all frequencies, with $y=\hbar\omega/k_BT$,
\begin{equation}
\int_0^\infty u_\omega d\omega=\frac{(k_BT)^4}{\pi^2\hbar^3c^3}\int_0^\infty\frac{y^3dy}{e^y-1}
=\frac{\pi^2(k_BT)^4}{15\hbar^3c^3}=\frac{4\sigma T^4}{c},
\end{equation}
where the integral is $\pi^4/15$ and $\sigma$ is the Stefan--Boltzmann constant.

The passage from sum to integral was tested with the discrete modes of a box 12 wavelengths wide. A Gaussian frequency window was used, with separations up to 0.71 wavelength and a delay of 0.1 period. Sum and integral differed by at most $1.2\times10^{-7}$ of the windowed spectrum at zero separation and delay.

If the fields are symmetrized instead of normally ordered, $aa^\dagger$ and $a^\dagger a$ enter with equal weight and $n$ becomes $n+\tfrac12$. The zero-point part has the same spatial shape.

\section{From the trace to single components}

Each factor $s_i$ in \eqref{tensor} can be produced by $\partial_i/(ik)$ acting on the exponential. Therefore
\begin{equation}
D_{ij}(\mathbf R)\equiv\left\langle(\delta_{ij}-s_is_j)e^{ik\mathbf s\cdot\mathbf R}\right\rangle
=\left(\delta_{ij}+\frac{\partial_i\partial_j}{k^2}\right)j_0(kR).
\end{equation}
For a radial function, the second derivative along $\mathbf R$ is $j_0''$ and across it $j_0'/x$, in units of $k^2$. Here $j_0'=-j_1$, with $j_1=\sin x/x^2-\cos x/x$, and the radial equation gives $j_0''=-j_0+2j_1/x$. Hence
\begin{equation}
D_\parallel=\frac{2j_1}{x},\qquad D_\perp=j_0-\frac{j_1}{x}.
\end{equation}
As $x\to0$, $j_1/x\to1/3$ and both become $2/3$, as isotropy demands. Normalized to one at $R=0$,
\begin{equation}
\rho_\parallel=\frac{3j_1}{x},\qquad
\rho_\perp=\frac32\left(j_0-\frac{j_1}{x}\right),\qquad
\frac{\rho_\parallel+2\rho_\perp}{3}=j_0 .
\end{equation}
Angular quadrature with explicit polarization vectors reproduced every element of the tensor within the test's relative tolerance of $10^{-5}$, and half its trace within $10^{-10}$, at $x=0.4$, $2$, $\pi$ and $7.3$.

A detector sensitive only to the component along $\mathbf R$, or only to one across it, does not measure $\sin x/x$. At large $x$, $\rho_\perp\approx\tfrac32\sin x/x$, while $\rho_\parallel\approx-3\cos x/x^2$ falls faster. The reason is visible in $D_\parallel=\tfrac12\int_{-1}^1(1-\mu^2)e^{ix\mu}d\mu$. The $1/x$ term of such an integral comes from the end points $\mu=\pm1$, where the integrand vanishes: waves travelling along $\mathbf R$ have no field along $\mathbf R$.

\section{Relaxing the assumptions}

\subsection{Polarization and unequal radiance}

The trace does not need unpolarized light. If all waves have one helicity, with $\mathbf e=(\mathbf e_1+i\mathbf e_2)/\sqrt2$ and the same total intensity, then $2e_ie_j^*$ is $\delta_{ij}-s_is_j$ plus an antisymmetric part $\mp i\epsilon_{ijk}s_k$. The trace is unchanged. With a coordinate axis along $\mathbf R$, the antisymmetric part contributes off-diagonal elements of magnitude $j_1$ to $D$, because
\begin{equation}
\langle\mu e^{ix\mu}\rangle=-i\,\frac{dj_0}{dx}=ij_1 .
\end{equation}

Equal radiance is needed for the whole correlation. The coefficient of $\cos\omega\tau$ alone needs less: the radiance summed over each pair of opposite directions must be the same for all pairs. Let the radiance be proportional to $1+\epsilon P_\ell(\mu)$, with $P_\ell$ a Legendre polynomial about $\mathbf R$. For $\ell=1$ the normalized trace gains $i\epsilon j_1$; the imaginary part multiplies $\sin\omega\tau$ and expresses net energy flow. For $\ell=2$, using $\langle\mu^2e^{ix\mu}\rangle=-j_0''$,
\begin{equation}
\left\langle\tfrac12(3\mu^2-1)e^{ix\mu}\right\rangle=\tfrac12(3j_0-6j_1/x-j_0)=j_0-\frac{3j_1}{x}=-j_2 ,
\end{equation}
so the real part changes by $-\epsilon j_2$.

The opposite extreme is a uniform narrow beam, $\mu_0<\mu<1$. Along its axis the magnitude of the normalized trace is
\begin{equation}
\left|\frac{1}{1-\mu_0}\int_{\mu_0}^1e^{ix\mu}d\mu\right|
=\left|\frac{\sin[x(1-\mu_0)/2]}{x(1-\mu_0)/2}\right| .
\end{equation}
For $\mu_0=-1$ this returns $|\sin x/x|$; for $\mu_0\to1$ it returns the single wave. Equation \eqref{main} describes the field inside a cavity, not the beam that leaves it.

\subsection{A reflecting wall}

A perfect mirror at $z=0$ correlates each incident wave with its reflection. With $M=\mathrm{diag}(1,1,-1)$ the mode is
\begin{equation}
\mathbf e\,e^{i\mathbf k\cdot\mathbf r}-M\mathbf e\,e^{i(M\mathbf k)\cdot\mathbf r},
\end{equation}
whose tangential field vanishes at the wall. In the product at two points, the incident and reflected self terms together cover the full sphere and give $j_0$. The cross terms carry a minus sign, the polarization sum $\mathrm{Tr}[(1-\mathbf s\mathbf s)M]$ and the phase $\mathbf k\cdot(\mathbf r_1-M\mathbf r_2)$; they too cover the full sphere. Divided by its free-space value at coincident points, the trace becomes
\begin{equation}
j_0(k|\mathbf r_1-\mathbf r_2|)-\tfrac12\mathrm{Tr}\left[D(\mathbf r_1-M\mathbf r_2)M\right].
\end{equation}
At coincident points a height $h$ above the wall, with $q=2kh$, this is $1-j_0(q)+2j_1(q)/q$. At the wall it equals $2/3$: the tangential parts vanish and the normal part doubles from $1/3$. Far away the correction falls as $1/(2kh)$. Explicit sums over incident and reflected waves agreed with the formula within $10^{-9}$ for two pairs of positions.

\subsection{Probes of finite size}

Suppose a probe reads the field averaged over a ball of radius $a$. Averaging over the direction of an offset $\boldsymbol\eta$ replaces $e^{ik\mathbf s\cdot\boldsymbol\eta}$ by $j_0(k\eta)$ for every $\mathbf s$. The remaining radial average is
\begin{equation}
\frac{3}{a^3}\int_0^a\eta^2j_0(k\eta)\,d\eta=\frac{3(\sin b-b\cos b)}{b^3}=\frac{3j_1(b)}{b},\qquad b=ka .
\end{equation}
Two equal probes give the square of this factor at every separation. The amplitude falls, but the normalized shape stays $\sin x/x$.

\section{A cavity at 500 K}

Consider a flat-walled cavity at 500 K, observed at a vacuum wavelength of 10 \textmu m through a filter 0.2 \textmu m wide. Then $\hbar\omega/k_BT=2.878$ and $n=1/(e^{2.878}-1)=0.0596$. The zero-point part of a symmetrized correlation would be $0.5/0.0596\approx8.4$ times the thermal part, so the ordering must be stated.

The spectral energy density is $1.580\times10^{-19}$ J\,s/m$^3$, and division by $\varepsilon_0$ gives $\mathrm{Tr}\,C(0)=1.785\times10^{-8}$ V$^2$\,s/m$^2$. The filter spans $\Delta\omega\approx0.02\times1.884\times10^{14}=3.77\times10^{12}$ rad/s. The rms thermal field in the band is therefore
\begin{equation}
\sqrt{1.785\times10^{-8}\times3.77\times10^{12}}\approx259\ \text{V/m},
\end{equation}
compared with 2311 V/m over all frequencies.

The trace first vanishes at half a wavelength, 5.00 \textmu m. The component across $\mathbf R$ vanishes earlier, at 4.37 \textmu m, and the one along $\mathbf R$ later, at 7.15 \textmu m. At 5 \textmu m the normalized components are $0.304$ along and $-0.152$ across. The zero of the trace is thus a cancellation, $0.304-2\times0.152=0$, not an absence of correlation.

At $R=3$ \textmu m, $x=1.885$ and the ideal normalized trace is $0.5046$. The departures below are magnitudes of the change in the complex normalized trace, so they include any part that multiplies $\sin\omega\tau$. The estimates for the port and the wall temperature take the walls as black; reflecting walls would show the port again in other directions and mix the wall temperatures.

\begin{itemize}
\item An exit port of 1 mm radius, 10 mm away along $\mathbf R$ and so cold that it sends in no radiation, removes a share $m=2.48\times10^{-3}$ of all directions. To first order the change is $m|j_0-e^{ix}|=3.1\times10^{-3}$. Black surroundings at 300 K, seen through the port, would reduce it to $2.7\times10^{-3}$.
\item A wall temperature pattern of 1 K amplitude changes the radiance by $\epsilon\approx(2.878\times1.0596)/500=6.1\times10^{-3}$. The change is $2.6\times10^{-3}$ for $P_1$ and $1.1\times10^{-3}$ for $P_2$.
\item A gas with a rough index excess of $3\times10^{-4}$ (air near room temperature; at 500 K and one atmosphere air has about half of this) rescales $x$. Since $xj_0'=\cos x-j_0=-0.81$, the change is $2.4\times10^{-4}$.
\item The filter changes the result by $8\times10^{-5}$. Most of this arises because a band symmetric in wavelength has its midpoint frequency a fraction $10^{-4}$ above the nominal one; with the slope $-0.81$ found above, this shift alone gives $0.81\times10^{-4}$.
\item A perfect mirror 10 mm away and parallel to $\mathbf R$ changes the trace, normalized to its coincident value at the same height, by at most $4\times10^{-5}$ at the single frequency, over the half wavelength of heights examined. Across the filter band the phase $2kh$ varies by about 250 rad, so averaging over the band lowers this by a factor of about a hundred or more.
\item Two metallic spheres of 0.25 \textmu m radius used as probes scatter into each other. With the electric polarizability $4\pi\varepsilon_0a^3$ the change is $8\times10^{-4}$. The magnetic dipole, of the same order in $ka$, is left out, so this is an estimate of size. Separately, probes of this radius that read the ball average of the previous section would lower the amplitude by 0.5\% without changing the shape.
\end{itemize}

These settings are round values for an infrared calibration cavity. One assumption such a source necessarily breaks is closure: it needs a port. With the port along $\mathbf R$ it is also the largest of the listed effects, about 0.6\% of the ideal value at 3 \textmu m; across $\mathbf R$ the change would be $m|j_0-1|=1.2\times10^{-3}$, less than that of the $P_1$ temperature pattern. As long as the port is small, its effect grows in proportion to $m$, and so to its solid angle. In the outgoing light the change is of a different order. For a uniform cone with the same share of directions, $1-\mu_0=2m$, and the first zero of the single-frequency magnitude along the axis moves from 5 \textmu m to $\lambda/(2m)\approx2$ mm, with the cone held fixed. The coefficient of $\cos\omega\tau$ alone oscillates nearly as $\cos kR$ and first vanishes near $\lambda/4$; and through the 0.2 \textmu m filter the equal-time magnitude already vanishes near $\lambda^2/\Delta\lambda=0.5$ mm, so the 2 mm zero is seen only with a delay $\tau\approx R/c$. The cone from a real port narrows with distance, so this is an estimate of size. The remaining values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
temperature: 500 K
vacuum wavelength: 10.0 um
filter full width: 0.20 um
wavenumber k: 0.62832 rad/um
angular frequency: 1.8837e+14 rad/s
photon energy / kT: 2.8776
photon occupation n: 0.05963
zero-point to thermal ratio: 8.385
spectral energy density u_omega: 1.5804e-19 J s/m^3
trace at R=0, u_omega/eps0: 1.7849e-08 V^2 s/m^2
total energy density: 4.7286e-05 J/m^3
rms field, all frequencies: 2311.0 V/m
rms field in filter band: 259.3 V/m
correlations, each normalized to 1 at R=0:
R= 0.0 um kR=0.0000: trace 1.0000, along R 1.0000, across R 1.0000
R= 1.0 um kR=0.6283: trace 0.9355, along R 0.9611, across R 0.9227
R= 2.0 um kR=1.2566: trace 0.7568, along R 0.8507, across R 0.7099
R= 3.0 um kR=1.8850: trace 0.5046, along R 0.6869, across R 0.4134
R= 5.0 um kR=3.1416: trace 0.0000, along R 0.3040, across R -0.1520
R= 7.5 um kR=4.7124: trace -0.2122, along R -0.0287, across R -0.3040
R=10.0 um kR=6.2832: trace -0.0000, along R -0.0760, across R 0.0380
first zero, across R: kR=2.7437, R=4.367 um
first zero, trace: kR=3.1416, R=5.000 um
first zero, along R: kR=4.4934, R=7.151 um
wall distance: 10 mm
exit port radius: 1 mm
port share of full solid angle: 2.481e-03
wall temperature amplitude: 1 K
gas index excess (rough): 3.0e-04
probe radius: 0.25 um
ideal trace at R=3 um: 0.50455
absolute change of normalized trace there:
  filter width: 8.28e-05
  filling gas: 2.44e-04
  cold exit port: 3.11e-03
  wall temperature, P1 pattern: 2.63e-03
  wall temperature, P2 pattern: 1.11e-03
  mirror wall (worst height): 3.94e-05
  mutual probe scattering: 8.28e-04
largest of these: cold exit port
two-probe averaging factor on amplitude: 0.99508
box-mode test, largest relative error: 1.2e-07
random-field test, largest error: 5.7e-03
\end{verbatim}
